# Mean number of adatoms on top of a growing island: a program that tests the result

```python
# Result under test: mean number of adatoms on top of a circular island,
#     N = F * pi * R^2 * tau,
# F = landing rate per site, R = radius in lattice spacings (square net),
# tau = mean stay of an atom on the top, averaged over landing sites.
# Atoms are independent and leave only by stepping down over the edge.
# hop = hop rate in each of four directions; outward edge hops are slower by
# the factor s = exp(-edge_barrier / kT).
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)
F = 0.01              # landings per site per second
R = 30                # lattice spacings
tau = 1.0e-3          # s
hop_barrier = 0.40    # eV, rough value for Ag on Ag(100)
edge_barrier = 0.05   # eV, rough
attempt_rate = 1.0e13 # 1/s, rough
spacing_nm = 0.29     # nm, rough
kB = constants.k / constants.e   # eV/K

# Formula values
area = np.pi * R**2
landing_rate = F * area
N = landing_rate * tau

# Lattice disc and its bonds
sites = [(x, y) for x in range(-R, R + 1) for y in range(-R, R + 1)
         if x * x + y * y <= R * R]
index = {site: i for i, site in enumerate(sites)}
n_sites = len(sites)
rows, cols = [], []
inner_bonds = np.zeros(n_sites)
for (x, y), i in index.items():
    for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        j = index.get((x + dx, y + dy))
        if j is not None:
            rows.append(i)
            cols.append(j)
            inner_bonds[i] += 1
outer_bonds = 4 - inner_bonds
diag = np.arange(n_sites)


def lattice_stay(s):
    """Mean stay in units of 1/hop from the exact exit-time equations."""
    values = np.concatenate([-np.ones(len(rows)), inner_bonds + s * outer_bonds])
    matrix = csc_matrix((values, (np.concatenate([rows, diag]),
                                  np.concatenate([cols, diag]))),
                        shape=(n_sites, n_sites))
    return spsolve(matrix, np.ones(n_sites)).mean()


def continuum_stay(s):
    return R**2 / 8 + np.pi * R / (8 * s)


def stay_seconds(T, barrier=hop_barrier, extra=edge_barrier):
    hop_rate = attempt_rate * np.exp(-barrier / (kB * T))
    return lattice_stay(np.exp(-extra / (kB * T))) / hop_rate


T = brentq(lambda t: np.log(stay_seconds(t) / tau), 200, 350, xtol=1e-6)
hop = attempt_rate * np.exp(-hop_barrier / (kB * T))
s = np.exp(-edge_barrier / (kB * T))
tau_continuum = continuum_stay(s) / hop

# Site count and edge-bond count against the disc formulas
assert abs(n_sites / area - 1) < 0.01
assert abs(outer_bonds.sum() / (8 * R) - 1) < 0.03
# Continuum errors are of order one lattice spacing over R
assert abs(tau_continuum / tau - 1) < 0.07
assert abs(continuum_stay(0.01) / lattice_stay(0.01) - 1) < 0.07


def walk_stays(count):
    """Stays in seconds from random walks started at random top sites."""
    start = np.array(sites)[rng.integers(n_sites, size=count)]
    x, y = start[:, 0].copy(), start[:, 1].copy()
    step_x = np.array([1, -1, 0, 0])
    step_y = np.array([0, 0, 1, -1])
    attempts = []
    step = 0
    while x.size:
        step += 1
        d = rng.integers(4, size=x.size)
        new_x, new_y = x + step_x[d], y + step_y[d]
        outside = new_x**2 + new_y**2 > R * R
        leaves = outside & (rng.random(x.size) < s)
        x = np.where(outside, x, new_x)
        y = np.where(outside, y, new_y)
        if leaves.any():
            attempts.extend([step] * int(leaves.sum()))
            x, y = x[~leaves], y[~leaves]
    return rng.gamma(np.array(attempts, dtype=float)) / (4 * hop)


def follow_top(stays):
    """Random landings in time; count atoms at snapshots and at landings."""
    arrive = np.cumsum(rng.exponential(1 / (F * n_sites), stays.size))
    leave = arrive + stays
    ordered = np.sort(leave)
    times = np.arange(1.0, arrive[-1], 0.02)
    present = (np.searchsorted(arrive, times, side='right')
               - np.searchsorted(ordered, times, side='right'))
    found = np.arange(stays.size) - np.searchsorted(ordered, arrive, side='right')
    meets = found > 0
    meets[:-1] |= arrive[1:] < leave[:-1]
    return (present.mean(), (present >= 2).mean(), (found > 0).mean(),
            meets.mean(), stays[meets].sum() / stays.sum())


pool = walk_stays(20000)
n_landings = 2_000_000
N_sim, two_sim, company_sim, share_atoms, share_time = follow_top(
    rng.choice(pool, n_landings))
N_fixed = follow_top(np.full(n_landings, tau))[0]
two_poisson = 1 - np.exp(-N) * (1 + N)
company = 1 - np.exp(-N)

# Sampling error of the walk mean is about 0.7 percent
assert abs(pool.mean() / tau - 1) < 0.03
assert abs(N_sim / N - 1) < 0.04
assert abs(N_fixed / N - 1) < 0.02
# Rare double occupancy: about 4 percent total sampling error
assert abs(two_sim / two_poisson - 1) < 0.15
assert abs(company_sim / company - 1) < 0.04
assert round(N, 3) == 0.028

# Neglected or uncertain effects
N_cold = landing_rate * stay_seconds(T - 5)
N_warm = landing_rate * stay_seconds(T + 5)
N_hop = landing_rate * stay_seconds(T, barrier=hop_barrier + 0.02)
N_edge = landing_rate * stay_seconds(T, extra=edge_barrier + 0.02)
N_square = F * (2 * R)**2 * tau
N_triangular = N / (np.sqrt(3) / 2)
rim_share = np.mean(outer_bonds > 0)
island_cover = 0.25
growth = F * tau / island_cover

print(f"Flux: {F:.2f} per site per s")
print(f"Island radius: {R} sites")
print(f"Island radius, Ag(100): {R * spacing_nm:.1f} nm")
print(f"Mean residence time: {tau * 1e3:.1f} ms")
print(f"Island area pi R^2: {area:.1f} sites")
print(f"Direct lattice count: {n_sites} sites")
print(f"Landing rate on island: {landing_rate:.2f} per s")
print(f"Mean interval between landings: {1e3 / landing_rate:.1f} ms")
print(f"Mean island-top occupancy N: {N:.5f} atoms")
print(f"Coverage per top site: {F * tau:.1e}")
print(f"Snapshot mean, random-walk stays: {N_sim:.5f} atoms")
print(f"Snapshot mean, identical stays: {N_fixed:.5f} atoms")
print(f"Probability top is empty: {np.exp(-N):.4f}")
print(f"Probability of two or more, Poisson: {two_poisson:.2e}")
print(f"Probability of two or more, snapshots: {two_sim:.2e}")
print(f"Chance a landing atom finds company, formula: {company:.4f}")
print(f"Chance a landing atom finds company, simulated: {company_sim:.4f}")
print(f"Hop barrier, rough: {hop_barrier:.2f} eV")
print(f"Extra edge barrier, rough: {edge_barrier:.2f} eV")
print(f"Attempt rate, rough: {attempt_rate:.0e} per s")
print(f"Lattice spacing, rough: {spacing_nm:.2f} nm")
print(f"Temperature giving the residence time: {T:.1f} K")
print(f"Hop rate per direction: {hop:.3e} per s")
print(f"Edge reduction factor s: {s:.4f}")
print(f"Continuum diffusion part of stay: {1e3 * R**2 / (8 * hop):.3f} ms")
print(f"Continuum edge part of stay: {1e3 * np.pi * R / (8 * hop * s):.3f} ms")
print(f"Continuum total stay: {1e3 * tau_continuum:.3f} ms")
print(f"Random-walk mean stay: {1e3 * pool.mean():.3f} ms")
print(f"Random-walk spread of stay (std): {1e3 * pool.std():.3f} ms")
print(f"N if 5 K colder: {N_cold:.4f} atoms")
print(f"N if 5 K warmer: {N_warm:.4f} atoms")
print(f"N if hop barrier is 0.02 eV higher: {N_hop:.4f} atoms")
print(f"N if edge barrier is 0.02 eV higher: {N_edge:.4f} atoms")
print(f"N for square of half-side R, same stay: {N_square:.4f} atoms")
print(f"N for disc on triangular net, same stay: {N_triangular:.4f} atoms")
print(f"Share of atoms that ever coexist: {100 * share_atoms:.1f} %")
print(f"Share of adatom time held by those atoms: {100 * share_time:.1f} %")
print(f"Share of top sites on the rim: {100 * rim_share:.1f} %")
print(f"Assumed island coverage for growth estimate: {island_cover:.2f}")
print(f"Relative island area growth in one stay: {growth:.1e}")
print("checks complete")
```

Running it gives:

```
Flux: 0.01 per site per s
Island radius: 30 sites
Island radius, Ag(100): 8.7 nm
Mean residence time: 1.0 ms
Island area pi R^2: 2827.4 sites
Direct lattice count: 2821 sites
Landing rate on island: 28.27 per s
Mean interval between landings: 35.4 ms
Mean island-top occupancy N: 0.02827 atoms
Coverage per top site: 1.0e-05
Snapshot mean, random-walk stays: 0.02842 atoms
Snapshot mean, identical stays: 0.02804 atoms
Probability top is empty: 0.9721
Probability of two or more, Poisson: 3.92e-04
Probability of two or more, snapshots: 3.99e-04
Chance a landing atom finds company, formula: 0.0279
Chance a landing atom finds company, simulated: 0.0279
Hop barrier, rough: 0.40 eV
Extra edge barrier, rough: 0.05 eV
Attempt rate, rough: 1e+13 per s
Lattice spacing, rough: 0.29 nm
Temperature giving the residence time: 262.8 K
Hop rate per direction: 2.131e+05 per s
Edge reduction factor s: 0.1099
Continuum diffusion part of stay: 0.528 ms
Continuum edge part of stay: 0.503 ms
Continuum total stay: 1.031 ms
Random-walk mean stay: 1.008 ms
Random-walk spread of stay (std): 1.100 ms
N if 5 K colder: 0.0407 atoms
N if 5 K warmer: 0.0199 atoms
N if hop barrier is 0.02 eV higher: 0.0684 atoms
N if edge barrier is 0.02 eV higher: 0.0481 atoms
N for square of half-side R, same stay: 0.0360 atoms
N for disc on triangular net, same stay: 0.0326 atoms
Share of atoms that ever coexist: 5.5 %
Share of adatom time held by those atoms: 8.6 %
Share of top sites on the rim: 6.0 %
Assumed island coverage for growth estimate: 0.25
Relative island area growth in one stay: 4.0e-05
checks complete
```
